# Migration-enhanced limiting current in a binary copper sulphate electrolyte

Take a copper sulphate solution of concentration 0.010 mol/L, with no other salt, and a cathode behind a stagnant layer 50 µm thick. With a copper-ion diffusivity of $0.70\times10^{-9}$ m²/s, diffusion alone can bring copper to the surface at a rate worth 2.70 mA/cm². The ideal solution nevertheless supports a limiting current of 5.40 mA/cm². The second half of the current is carried by an electric field which the solution sets up because its sulphate ions cannot react.

## Fluxes and conventions

Let $x$ run from the bulk edge of the layer, $x=0$, to the cathode, $x=\delta$. Fluxes are positive towards the cathode. Copper ions carry charge number $+z$ and sulphate ions $-z$, with $z=2$. The concentrations are $c_+$ and $c_-$, the diffusivities $D_+$ and $D_-$, and the electric potential is $\phi$. With the dimensionless potential $\psi=zF\phi/RT$, the Nernst–Planck fluxes of a dilute, ideal, fully dissociated salt are

$$N_+=-D_+\left(c_+'+c_+\psi'\right),\qquad N_-=-D_-\left(c_-'-c_-\psi'\right). \tag{1}$$

The prime means $d/dx$. The first term in each flux is diffusion and the second is migration, whose sign follows the charge.

Four assumptions define the basic problem.

- The layer is stagnant and its thickness $\delta$ is given.
- The state is steady and no ion is made or consumed inside the layer, so each flux is independent of $x$.
- Copper ions are discharged at the cathode, while sulphate does not react there. Thus $N_-=0$ at the cathode, and therefore throughout the layer.
- The solution is electroneutral, so $c_+=c_-=c$.

At the bulk edge $c(0)=c_b$ and $\psi(0)=0$. Writing $N$ for $N_+$, the magnitude of the cathodic current density is $i=zFN$.

## The factor of two

Setting $N_-=0$ in (1) gives $c'-c\psi'=0$, or

$$\psi'=\frac{c'}{c},\qquad c=c_b\,e^{\psi}. \tag{2}$$

The second form is the integral of the first with $\psi(0)=0$. Copper is depleted towards the cathode, so $c'<0$ and $\psi'<0$: the potential falls towards the cathode. Sulphate tends to diffuse into the depleted region, and this field pushes it back with equal strength. The same field pulls copper ions towards the cathode.

Inserting $c\psi'=c'$ in the copper flux gives

$$N=-D_+(c'+c')=-2D_+c'. \tag{3}$$

Diffusion supplies $-D_+c'=N/2$, and migration supplies $-D_+c\psi'=-D_+c'=N/2$. The split is equal at every point of the layer. Since $N$ is constant, (3) integrates to a straight line,

$$c(x)=c_b-\frac{N}{2D_+}\,x. \tag{4}$$

The concentration cannot be negative. The largest flux in this model is therefore approached as $c(\delta)\to0$, which gives

$$i_{\rm lim}=\frac{2zFD_+c_b}{\delta}. \tag{5}$$

If the field is suppressed, the copper flux is $-D_+c'$, and the same integration gives

$$i_{\rm diff}=\frac{zFD_+c_b}{\delta},\qquad \frac{i_{\rm lim}}{i_{\rm diff}}=2. \tag{6}$$

This comparison holds $D_+$, $c_b$ and $\delta$ fixed. For the example, $c_b=10$ mol/m³ and $F=9.65\times10^4$ C/mol, so

$$i_{\rm diff}=\frac{2(9.65\times10^4)(0.70\times10^{-9})(10)}{50\times10^{-6}}\ \text{A/m}^2=27.0\ \text{A/m}^2=2.70\ \text{mA/cm}^2,$$

and twice this is 5.40 mA/cm².

The sulphate diffusivity does not appear in (5). A motionless ion exerts its influence through the balance (2), in which its mobility cancels.

The value 2 does depend on the equal charge numbers. For charges $z_+$ and $-|z_-|$, let $\theta=F\phi/RT$. Zero anion flux gives $|z_-|\theta'=c_-'/c_-$. By electroneutrality $c_-$ is proportional to $c_+$, so this equals $c_+'/c_+$. The cation flux is then $-D_+(c_+'+z_+c_+\theta')=-D_+(1+z_+/|z_-|)c_+'$. The enhancement is $1+z_+/|z_-|$, which is 2 for any symmetric salt.

## The approach to the limit

Let $V=-\psi(\delta)>0$ be the potential drop across the layer in units of $RT/zF$. From (2), $c(\delta)=c_be^{-V}$. Putting this in (4) at $x=\delta$ gives $N\delta/(2D_+)=c_b(1-e^{-V})$, and hence

$$i=i_{\rm lim}\left(1-e^{-V}\right). \tag{7}$$

The current reaches 99% of the limit when $e^{-V}=0.01$, or $V=\ln100=4.61$. With $RT/zF=12.85$ mV the drop is 59.2 mV. This is the drop in the solution layer; the electrode's own overpotential and the resistance of the rest of the cell come in addition. In the neutral model the drop diverges logarithmically as $c(\delta)\to0$.

## From two to one: adding inert salt

The diffusion-only value (6) was obtained by deleting the field. It can be derived by adding the sulphate of a monovalent cation that does not react. Let $c$, $h$ and $s$ be the concentrations of copper, inert cation and sulphate, with bulk values $c_b$, $h_b$ and $s_b$. With $\theta=F\phi/RT$ and $z=2$, the three flux equations, each divided by its diffusivity, are

$$c'+2c\theta'=-\frac{N}{D_+},\qquad h'+h\theta'=0,\qquad s'-2s\theta'=0. \tag{8}$$

Their sum contains the field in the combination $(2c+h-2s)\theta'$, which vanishes because electroneutrality requires $2c+h=2s$. What remains is $(c+h+s)'=-N/D_+$. Integration across the layer gives

$$\frac{N\delta}{D_+}=c_b+h_b+s_b-\left(c+h+s\right)_{x=\delta}. \tag{9}$$

The last two equations of (8) give $h=h_be^{-\theta}$ and $s=s_be^{2\theta}$, so the product $h^2s=h_b^2s_b$ is the same everywhere. At the limiting current $c(\delta)=0$, and electroneutrality there reads $s_\delta=h_\delta/2$. Hence $h_\delta^3=2s_bh_b^2$. Define

$$u^3=\frac{h_b}{2s_b}=\frac{h_b}{2c_b+h_b}. \tag{10}$$

Then $h_b=2s_bu^3$, $h_\delta=2s_bu^2$ and $c_b=s_b-h_b/2=s_b(1-u^3)$. The wall term in (9) is $h_\delta+s_\delta=\tfrac32h_\delta=3s_bu^2$, so

$$\frac{N\delta}{D_+}=s_b\left[(1-u^3)+2u^3+1-3u^2\right]=s_b\left(2-3u^2+u^3\right).$$

The bracket factors as $(1-u)(2+2u-u^2)$, and $1-u^3=(1-u)(1+u+u^2)$. Division by $c_b$ gives

$$\frac{i_{\rm lim}}{i_{\rm diff}}=\frac{2+2u-u^2}{1+u+u^2}. \tag{11}$$

Without inert salt $u=0$ and the ratio is 2. With a large excess $u\to1$ and the ratio is 1, which justifies the reference value in (6).

The two ends are approached differently. For small $u$, $1/(1+u+u^2)=(1-u)/(1-u^3)\approx1-u$ through second order. The product with the numerator is then $2-3u^2$, so

$$\frac{i_{\rm lim}}{i_{\rm diff}}\approx2-3\left(\frac{h_b}{2c_b}\right)^{2/3}\quad(h_b\ll c_b). \tag{12}$$

For a large excess put $u=1-e$. To first order in $e$ the numerator of (11) is 3 and the denominator is $3-3e$, so the ratio is $1+e$. From (10), $u^3\approx1-2c_b/h_b$, hence $e\approx2c_b/(3h_b)$.

The power $2/3$ in (12) makes the first traces of inert salt disproportionately effective. Equation (12) is accurate only for very small $h_b/c_b$, because the first neglected term is $+3u^3$: at $h_b/c_b=0.01$ it gives 1.91 where (11) gives 1.93. The reason is accumulation: $h_\delta/h_b=1/u$, so a scarce inert cation is concentrated at the wall, where the copper is depleted and the field would otherwise be strongest. One inert cation per hundred copper ions lowers the ratio to 1.93. Equal concentrations give 1.34, ten inert cations per copper ion give 1.06, and a hundred give 1.007. These values come from direct integration of (8) and agree with (11).

## Space charge

Electroneutrality is an approximation, since a potential that curves requires charge. Let $\epsilon$ be the permittivity of the solution. Measure length in units of $\delta$, and write $p=c_+/c_b$, $n=c_-/c_b$ and $j=N\delta/(D_+c_b)$. This $j$ is the ratio to the diffusion-only limiting flux. Poisson's equation $\epsilon\phi''=-zF(c_+-c_-)$ becomes

$$\psi''=-\frac{p-n}{2\eta^2},\qquad \eta=\frac{\lambda_D}{\delta},\qquad \lambda_D^2=\frac{\epsilon RT}{2z^2F^2c_b}. \tag{13}$$

The fluxes (1) read $p'+p\psi'=-j$ and $n'-n\psi'=0$. Adding them gives $p'+n'+(p-n)\psi'=-j$. By (13), $(p-n)\psi'=-2\eta^2\psi''\psi'=-\eta^2(\psi'^2)'$. Integration from 0 to 1 with $p(0)=n(0)=1$ yields

$$j=2-p(1)-n(1)+\eta^2\left[\psi'(1)^2-\psi'(0)^2\right]. \tag{14}$$

The last term is the correction due to space charge. It is positive when the field is stronger at the cathode than in the bulk, so (5) is the plateau of the neutral model and not a strict upper bound.

Equations (1) and (13) were solved together for $\eta=10^{-3}$, with $p(1)=e^{-V}$ imposed at the wall. Zero anion flux makes $n(1)=e^{-V}$ too, so the first three terms of (14) reproduce the neutral law (7). For $V=1$, 2 and 4 the computed ratios are 1.264, 1.729 and 1.965, against 1.264, 1.729 and 1.963 from (7). The small excess at $V=4$ is the field term in (14), a balance which the solutions satisfy within the test's tolerance of $2\times10^{-4}$ in $j$. At mid-layer, diffusion and migration each carry a share of 0.500.

In the example $\lambda_D=1.52$ nm and $\eta=3.0\times10^{-5}$, much smaller than in that calculation. At the limiting current, however, the concentration falls to zero at the wall and the local Debye length grows. At distance $y$ from the cathode $c\approx c_by/\delta$, so the local Debye length is $\lambda_D(\delta/y)^{1/2}$. Neutrality fails roughly where this equals $y$, which gives

$$y\sim\left(\lambda_D^2\delta\right)^{1/3}. \tag{15}$$

This order-of-magnitude estimate is 49 nm, or about 0.1% of the layer. Space charge is thus a minor correction near the onset of the plateau. A much larger applied potential strengthens the wall field and, through (14), the correction, but for the small $\eta$ of the example the gain stays below 1% up to $V=14$. Currents far above the plateau in a real cell have causes outside this one-dimensional model, such as hydrogen evolution, roughening of the deposit and convection.

## When convection sets the layer thickness

In a stirred cell $\delta$ depends on how fast the dissolved material diffuses, and the two solutions compared in (6) need not have the same layer. For a rotating disc, let $y$ be the distance from the surface and $v=-ay^2$ the normal velocity close to it. The constant $a$ is fixed by rotation speed and viscosity. Concentrations are taken to depend on $y$ alone, and lateral currents within the thin layer are neglected.

Let $J_\pm$ be the diffusive plus migrational fluxes along $+y$, so that (1) holds with primes meaning $d/dy$. Dividing each by its diffusivity and adding removes the field:

$$\frac{J_+}{D_+}+\frac{J_-}{D_-}=-2c'. \tag{16}$$

Conservation of each ion in the incompressible flow gives $J_\pm'=-vc'$. Differentiating (16) and inserting this for both ions gives

$$c''=\frac{v}{D_s}c',\qquad D_s=\frac{2D_+D_-}{D_++D_-}. \tag{17}$$

At the disc $J_-=0$ and $J_+=-N$, since copper moves towards the surface. Equation (16) then gives $c'(0)=N/(2D_+)$. The solution of (17) is $c'=c'(0)\exp[-ay^3/(3D_s)]$. At the limiting current $c(0)=0$, so integration to the bulk gives

$$c_b=\frac{N}{2D_+}\,\delta_s,\qquad \delta_s=\Gamma\!\left(\tfrac43\right)\left(\frac{3D_s}{a}\right)^{1/3}. \tag{18}$$

This is (5) with $\delta=\delta_s$. With excess inert salt, copper diffuses alone: $c''=vc'/D_+$ and $c'(0)=N/D_+$. The effective thickness is then given by (18) with $D_+$ in place of $D_s$. At fixed $a$ the ratio of the limiting currents is

$$\frac{i_{\rm lim}}{i_{\rm diff}}=2\left(\frac{D_+}{D_s}\right)^{1/3}. \tag{19}$$

The sulphate diffusivity now matters. With $D_-=1.10\times10^{-9}$ m²/s, (17) gives $D_s=0.856\times10^{-9}$ m²/s, and the ratio is $2(0.70/0.856)^{1/3}=1.87$. The faster anion thickens the layer and takes back part of the enhancement. An anion slower than the cation would make $D_s<D_+$ and raise the ratio above 2.

## Ion pairs and non-ideal activity

Doubly charged ions attract one another strongly even in dilute water solutions. Some copper is then present as neutral pairs, and the free ions have an activity coefficient $\gamma<1$. Let $c$ now be the free-ion concentration, $P$ the pair concentration and $D_p$ the pair diffusivity. With $\mu=\ln(\gamma c)$, the fluxes become

$$N_+=-D_+c(\mu'+\psi'),\quad N_-=-D_-c(\mu'-\psi'),\quad N_p=-D_pP'. \tag{20}$$

Pairs are assumed to form and dissociate fast enough to stay in local equilibrium with the free ions. With the activity coefficient of the neutral pair taken as 1, this means $P=K\gamma^2c^2$, where $K$ is the association constant. Since ions and pairs interconvert inside the layer, the constant quantities are the total copper flux $N=N_++N_p$ and the total sulphate flux $N_-+N_p=0$. Dividing the ionic fluxes by their diffusivities and adding gives $N_+/D_++N_-/D_-=-2c\mu'$. With $N_-=-N_p$ this becomes $N_+=-2D_+c\mu'+(D_+/D_-)N_p$, and so

$$N=-2D_+c\mu'-D_p\left(1+\frac{D_+}{D_-}\right)P'. \tag{21}$$

At the limit $c$ vanishes at the cathode, and by the pairing equilibrium $P$ vanishes with it. Let $c_f$ and $P_b$ be their bulk values. Integrating (21) across the layer gives

$$N\delta=2D_+\varphi c_f+D_p\left(1+\frac{D_+}{D_-}\right)P_b,\qquad \varphi=1+\frac1{c_f}\int_0^{c_f}c\,\frac{d\ln\gamma}{dc}\,dc. \tag{22}$$

Here $\varphi$ is the osmotic coefficient of the free ions. It enters because the driving force is the gradient of chemical potential.

With a rough association constant of 200 L/mol and the Davies formula for $\gamma$, about 28% of the copper is paired, $c_f=0.00715$ mol/L and $\varphi=0.811$. Taking roughly $D_p=0.60\times10^{-9}$ m²/s and dividing (22) by $D_+$ times the total copper concentration gives

$$\frac{2(0.811)(0.00715)}{0.010}+\frac{0.60}{0.70}\left(1+\frac{0.70}{1.10}\right)(0.285)=1.16+0.40=1.56. \tag{23}$$

The current is 4.2 mA/cm² instead of 5.4. The denominator in (23) is still the ideal diffusion-only current of fully dissociated copper. The number therefore does not predict the ratio of two measured currents, because adding a sulphate would also change the pairing, the activities and the viscosity. As $c_b\to0$ the pairs dissociate and $\varphi\to1$, and the ratio returns to 2.

## The model beside a real cell

The example has the scale of a dilute, acid-free cell for electrodeposition studies; the diffusivities are rough dilute-solution values, and a layer of some tens of micrometres corresponds to moderate stirring. Equation (5) should not be used for a concentrated bath containing much sulphuric acid, because the acid acts as an added salt and the dilute-solution fluxes (1) no longer hold. Even the dilute cell is sensitive to acid: $10^{-4}$ mol/L of free protons, about pH 4, treated as inert cations, lowers the ideal ratio to 1.93. At this sulphate concentration part of any added acid is bound as HSO$_4^-$, so the amount of acid added exceeds the free-proton concentration. Of the departures estimated here for the acid-free cell, pairing with non-ideality is the largest. With the Davies formula it lowers the current by about 22% relative to the ideal 5.4 mA/cm²; another activity formula can shift this figure by several percentage points. The rough pair diffusivity matters as much: (22) is linear in $D_p$, and values from $0.4\times10^{-9}$ to $0.8\times10^{-9}$ m²/s give a reduction between 29% and 15%. That estimate omits the drag between moving ions and the change of $D_+$ with concentration. The corrections were found separately and should not simply be added. The numerical output lists the values used.

## Calculated quantities

```
INPUTS (rough typical values)
temperature = 298.15 K
bulk CuSO4 concentration = 0.010 mol/L
layer thickness = 50.0 um
D copper ion = 0.70 e-9 m2/s
D sulphate ion = 1.10 e-9 m2/s
relative permittivity = 78.4
POISSON-NERNST-PLANCK TEST
test value of Debye length / layer thickness = 1.0e-03
drop 1 RT/zF: flux ratio j = 1.2642, neutral law = 1.2642
drop 2 RT/zF: flux ratio j = 1.7294, neutral law = 1.7293
drop 4 RT/zF: flux ratio j = 1.9651, neutral law = 1.9634
migration share at mid-layer, last case = 0.5000
diffusion share at mid-layer, last case = 0.5000
INERT SALT: limiting current / diffusion-only value
inert cation / copper = 0.01: ratio = 1.9271
inert cation / copper = 0.1: ratio = 1.7362
inert cation / copper = 1: ratio = 1.3366
inert cation / copper = 10: ratio = 1.0601
inert cation / copper = 100: ratio = 1.0066
WORKED EXAMPLE
diffusion-only limiting current = 2.702 mA/cm2
binary-electrolyte limiting current = 5.403 mA/cm2
ratio = 2.0000
RT/zF = 12.85 mV
potential drop at 99% of limit = 59.2 mV
NEGLECTED EFFECTS
bulk Debye length = 1.52 nm
Debye length / layer thickness = 3.04e-05
space-charge width at limit (order) = 49 nm
space-charge width / layer = 9.7e-04
salt diffusivity = 0.856 e-9 m2/s
ratio at a rotating disc = 1.871
trace acid, taken as inert = 1.0e-04 mol/L
ratio with trace acid = 1.927
association constant (rough) = 200 L/mol
D ion pair (rough) = 0.60 e-9 m2/s
free copper ion = 0.00715 mol/L
paired fraction of copper = 0.285
activity coefficient of free ions = 0.527
osmotic coefficient of free ions = 0.811
ratio with pairing and activity = 1.559
current with pairing and activity = 4.21 mA/cm2
```
